\section*{The Zeldovich factor of a compact two-dimensional nucleus, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a flat barrier to the Zeldovich factor}

\subsection{What goes wrong without it}

A flat terrace under deposition gains a new layer when a cluster of adatoms on it becomes large enough to grow. The work needed to form a cluster rises with its size, passes through a maximum at a critical size $n^*$, and then falls. A first estimate of the nucleation rate per surface site is
\begin{equation}
J_{\rm naive}=f^*c^* ,
\end{equation}
where $c^*$ is the equilibrium density of critical clusters per site and $f^*$ is the rate at which one of them captures an adatom. The estimate assumes that critical clusters are as numerous as in equilibrium, and that each capture leads to a growing island.

Both assumptions fail. Clusters that grow away are not replaced at once, so the population at the top of the barrier is depleted. A cluster that has just gained an atom near the top is also almost as likely to lose one as to gain another. The true steady rate is written
\begin{equation}
J=Z f^*c^* ,
\label{eq:defZ}
\end{equation}
which defines the Zeldovich factor $Z$. In the cobalt example of the second half $Z=0.117$, so the naive rate is too high by a factor $1/0.117\approx 8.5$. Replacing $Z$ by a fixed number would not cure this, because $Z$ changes with the driving force. The result to be derived is
\begin{equation}
Z=\sqrt{\frac{\Delta\mu}{4\pi kT\,n^*}} ,
\label{eq:main}
\end{equation}
with $\Delta\mu$ the driving force per atom, $k$ Boltzmann's constant and $T$ the temperature. The critical atom number stands in the denominator, under the root.

\subsection{Kinetics of clusters that change by one atom}

Let $C_n$ be the actual density per site of clusters with $n$ atoms. Clusters are assumed to gain and lose single atoms only, so mergers and the motion of whole clusters are excluded. A cluster of size $n$ gains an atom at rate $f_n$ and loses one at rate $g_n$. The net flux from $n$ to $n+1$ is
\begin{equation}
J_n=f_nC_n-g_{n+1}C_{n+1}.
\label{eq:flux}
\end{equation}
The density $C_n$ changes at the rate $J_{n-1}-J_n$. In a steady state this vanishes, and all $J_n$ have a common value $J$.

The loss rate follows from detailed balance. Let $c_n$ be the density for which every flux would vanish at the given adatom supersaturation:
\begin{equation}
f_nc_n=g_{n+1}c_{n+1},\qquad c_n=e^{-G(n)/kT}.
\label{eq:db}
\end{equation}
Here $G(n)$ is the work of forming the cluster from adatoms at their actual chemical potential. The clusters are taken to be dilute, so that each site can be counted as an independent place for one. Beyond the critical size $c_n$ grows without limit, and no real surface holds such a population. It serves as a reference that supplies the correct loss rates. This can be checked on the driving force. Atoms leave an island at a rate that should not depend on the supersaturation around it. From Eq.~\eqref{eq:db},
\begin{equation}
g_{n+1}=f_n\,e^{[G(n+1)-G(n)]/kT}.
\end{equation}
The capture rate $f_n$ is proportional to the adatom density, hence to $e^{\Delta\mu/kT}$, while $G(n+1)-G(n)$ contains $-\Delta\mu$. The two exponentials cancel, as they must.

Now define the ratio $u_n=C_n/c_n$. Replacing $g_{n+1}$ in Eq.~\eqref{eq:flux} by $f_nc_n/c_{n+1}$ gives
\begin{equation}
J=f_nC_n-f_nc_n\frac{C_{n+1}}{c_{n+1}}
 =f_nc_n\,(u_n-u_{n+1}).
\label{eq:ohm}
\end{equation}
This has the form of Ohm's law. The ratio $u$ acts as a voltage, and $1/(f_nc_n)$ is the resistance of one link in a chain. Dividing by $f_nc_n$ and adding the links from $n=1$ to $N-1$ makes the right side telescope:
\begin{equation}
J\sum_{n=1}^{N-1}\frac{1}{f_nc_n}=u_1-u_N .
\end{equation}
Single adatoms exchange quickly compared with nucleation, so they keep their reference density and $u_1=1$. Islands far beyond the critical size are counted as part of the new layer and removed at size $N$, so $u_N=0$. The links beyond the barrier contribute less and less because $c_n$ increases there, and $N$ may be taken to infinity:
\begin{equation}
\frac1J=\sum_{n=1}^{\infty}\frac{1}{f_nc_n}.
\label{eq:sum}
\end{equation}
The largest resistances belong to the sizes with the smallest $c_n$, which are those near the top of the barrier.

\subsection{The simplest barrier: a flat top}

Suppose that $w$ neighbouring sizes share the same product $f^*c^*$, and that all other links have negligible resistance. Equation~\eqref{eq:sum} then contains $w$ equal terms:
\begin{equation}
\frac1J=\frac{w}{f^*c^*},\qquad J=\frac1w f^*c^*,\qquad Z=\frac1w .
\end{equation}
Across the flat top $u$ falls from 1 to 0 in $w$ equal steps. A cluster wanders back and forth over this range before it either grows away or dissolves, and a wider range makes the net flux smaller.

The limit $w=1$ gives $Z=1$. The naive estimate is therefore right when a single size controls the whole resistance. More generally, if $n^*$ is an integer, the term $n=n^*$ in Eq.~\eqref{eq:sum} is $1/(f^*c^*)$ and all other terms are positive. Then
\begin{equation}
\frac1J\ge\frac1{f^*c^*}\quad\Longrightarrow\quad Z\le1 .
\label{eq:bound}
\end{equation}
Any approximate formula that gives $Z>1$ in this situation has left its range. For a rounded barrier, $1/Z$ plays the part of $w$ and counts the sizes that effectively share the resistance. To find it, the curvature of $G(n)$ is needed.

\subsection{A square island}

Take a square island one atom high. Each atom covers the area $\Omega$, so the island has area $n\Omega$, side $\sqrt{n\Omega}$ and perimeter $4\sqrt{n\Omega}$. Let $\lambda$ be the edge energy per unit length, the same at every size. Moving one atom from the adatom gas into the interior of a large island lowers the free energy by $\Delta\mu>0$. The work of formation is then
\begin{equation}
G(n)=-n\,\Delta\mu+4\lambda\sqrt{\Omega}\,\sqrt n .
\end{equation}
The first term favours growth and is proportional to the area. The second opposes it and is proportional to the perimeter. At small $n$ the root dominates and $G$ rises; at large $n$ the linear term dominates and $G$ falls.

\subsection{Any fixed compact shape}

The square enters only through the number 4. For any shape that keeps its proportions as it grows, define
\begin{equation}
s=\frac{\text{perimeter}}{\sqrt{\text{area}}},\qquad
\beta=s\lambda\sqrt\Omega .
\end{equation}
The ratio $s$ does not depend on the size of the figure. It is 4 for a square and $2\sqrt\pi$ for a circle. If the edge energy depends on direction, $\lambda$ is its average over the perimeter, which is also constant while the shape is fixed. Then
\begin{equation}
G(n)=-n\,\Delta\mu+\beta\sqrt n .
\label{eq:G}
\end{equation}
The size $n$ is treated as continuous. The first derivative is
\begin{equation}
G'(n)=-\Delta\mu+\frac{\beta}{2\sqrt n},
\end{equation}
and it vanishes at
\begin{equation}
\sqrt{n^*}=\frac{\beta}{2\Delta\mu},\qquad
n^*=\left(\frac{\beta}{2\Delta\mu}\right)^2 .
\label{eq:nstar}
\end{equation}
For the height of the barrier, replace $\beta$ by $2\Delta\mu\sqrt{n^*}$:
\begin{equation}
G^*=-n^*\Delta\mu+2\Delta\mu\,n^*=n^*\Delta\mu=\frac{\beta^2}{4\Delta\mu}.
\label{eq:gstar}
\end{equation}
Half of the edge cost has been paid back by the driving force when the top is reached.

A circle offers a check. With $n=\pi r^2/\Omega$ and $\beta=2\sqrt{\pi}\,\lambda\sqrt\Omega$, the condition $G'=0$ becomes
\begin{equation}
\Delta\mu=\frac{\beta}{2\sqrt n}
=\frac{2\sqrt\pi\,\lambda\sqrt\Omega}{2}\,\frac{\sqrt\Omega}{\sqrt\pi\,r}
=\frac{\lambda\Omega}{r},
\end{equation}
which is the Gibbs--Thomson relation for a circular island: the adatom gas is in unstable balance with an island of radius $r$.

\subsection{The curvature at the top}

Differentiating once more, and using $\beta=2\Delta\mu\sqrt{n^*}$ at the top, gives
\begin{equation}
G''(n)=-\frac{\beta}{4n^{3/2}},\qquad
G''(n^*)=-\frac{2\Delta\mu\sqrt{n^*}}{4\,n^{*3/2}}
=-\frac{\Delta\mu}{2n^*}.
\label{eq:curv}
\end{equation}
The edge energy and the shape have disappeared. They still determine $n^*$, but once $n^*$ and $\Delta\mu$ are known the curvature is fixed.

This step was tested by locating the maximum of $G$ numerically and taking its curvature by finite differences. The islands were a square, a hexagon and a polygon with 200 sides, with the perimeter and area taken from the corner coordinates and with the cobalt parameters of the second half. In all three cases the value of $\sqrt{-G''/(2\pi kT)}$ agreed with Eq.~\eqref{eq:main} to better than one part in a thousand.

\subsection{Adding the resistances}

Near the top,
\begin{equation}
G(n)\simeq G^*-\frac{|G''(n^*)|}{2}(n-n^*)^2 .
\end{equation}
There is no linear term because $G'(n^*)=0$. The inverse density contains $e^{+G/kT}$, so
\begin{equation}
\frac1{c_n}\simeq\frac1{c^*}
\exp\!\left[-\frac{|G''(n^*)|}{2kT}(n-n^*)^2\right].
\end{equation}
The resistance is a Gaussian peak. Three approximations turn Eq.~\eqref{eq:sum} into a closed form. The capture rate is set to its value $f^*$ at the top, the sum is replaced by an integral, and the limits are moved to $\pm\infty$. With $\int_{-\infty}^{\infty}e^{-bt^2}dt=\sqrt{\pi/b}$ and $b=|G''|/(2kT)$,
\begin{equation}
\frac1J\simeq\frac1{f^*c^*}\sqrt{\frac{2\pi kT}{|G''(n^*)|}} .
\end{equation}
Comparison with Eq.~\eqref{eq:defZ} gives
\begin{equation}
Z=\sqrt{\frac{-G''(n^*)}{2\pi kT}}
=\sqrt{\frac{1}{2\pi kT}\,\frac{\Delta\mu}{2n^*}}
=\sqrt{\frac{\Delta\mu}{4\pi kT\,n^*}},
\label{eq:Z}
\end{equation}
which is Eq.~\eqref{eq:main}. One factor of 2 in $4\pi$ comes from the Gaussian integral and the other from the curvature of the square-root edge term.

\subsection{Two other forms and their limits}

Since $\Delta\mu=G^*/n^*$, the factor can be written through the barrier:
\begin{equation}
Z=\frac1{n^*}\sqrt{\frac{G^*}{4\pi kT}} .
\end{equation}
Using $1/\sqrt{n^*}=2\Delta\mu/\beta$ from Eq.~\eqref{eq:nstar} instead shows the dependence on the driving force:
\begin{equation}
Z=\sqrt{\frac{\Delta\mu}{4\pi kT}}\;\frac{2\Delta\mu}{\beta}
=\frac{(\Delta\mu)^{3/2}}{\beta\sqrt{\pi kT}} .
\label{eq:Zdmu}
\end{equation}
At fixed temperature and edge energy, $Z$ therefore grows as the $3/2$ power of the driving force.

As $\Delta\mu\to0$, $n^*$ diverges, the top becomes broad and $Z\to0$. The rate is then suppressed mainly by $c^*$, whose exponent $-\beta^2/(4kT\Delta\mu)$ diverges, while $Z$ vanishes as a power. In the opposite limit Eq.~\eqref{eq:Z} exceeds 1 once $\Delta\mu>4\pi kT\,n^*$. This conflicts with Eq.~\eqref{eq:bound} for integer $n^*$. Fewer than one size would then carry the resistance, and a sum dominated by one term cannot be replaced by an integral.

The width of the barrier top gives a more useful criterion. Let $h$ be the distance from $n^*$ at which the parabola has dropped by $kT$. Setting $|G''|h^2/2=kT$ and using Eq.~\eqref{eq:curv},
\begin{equation}
h=\sqrt{\frac{4kT\,n^*}{\Delta\mu}}=\frac{1}{\sqrt\pi\,Z},
\qquad
\frac{h}{n^*}=2\sqrt{\frac{kT}{G^*}} .
\label{eq:h}
\end{equation}
Replacing the sum by an integral is safe when $h$ spans several atoms. The parabola and the constant capture rate appear to require $h\ll n^*$, hence $G^*\gg kT$. The ratio $h/n^*$ falls slowly, as the inverse root of the barrier. Even for $G^*=31\,kT$ it is $2/\sqrt{31}\approx0.36$, which is not small. Taken at face value, this would make Eq.~\eqref{eq:Z} a rough estimate for most barriers of practical height. Whether it really is rough has to be decided by treating the sum without the parabola.

\section{Accuracy, assumptions and a cobalt terrace}

\subsection{Symbols and results carried over}

A nucleus of $n$ atoms has the formation work $G(n)=-n\Delta\mu+\beta\sqrt n$, where $\Delta\mu$ is the driving force per atom, $\beta=s\lambda\sqrt\Omega$, $\lambda$ is the edge energy per length, $\Omega$ the area per atom and $s$ the perimeter divided by the root of the area. The top lies at $n^*=(\beta/2\Delta\mu)^2$ with height $G^*=n^*\Delta\mu$. With capture rate $f_n$ and reference density $c_n=e^{-G(n)/kT}$, the steady rate per site obeys $1/J=\sum_n1/(f_nc_n)$. The ratio of actual to reference density is $u_n$, with $J=f_nc_n(u_n-u_{n+1})$. The Zeldovich factor is defined by $J=Zf^*c^*$, and a parabolic top gives $Z=\sqrt{\Delta\mu/(4\pi kTn^*)}$. The half-width of the region within $kT$ of the top is $h=\sqrt{4kTn^*/\Delta\mu}$.

\subsection{Why the parabola does better than expected}

Insert $\beta=2\Delta\mu\sqrt{n^*}$ into $G(n)$ and complete the square in $\sqrt n$:
\begin{align}
G(n)&=-\Delta\mu\left(n-2\sqrt{n^*}\sqrt n\right)\nonumber\\
&=-\Delta\mu\left[(\sqrt n-\sqrt{n^*})^2-n^*\right]\nonumber\\
&=G^*-\Delta\mu\,(\sqrt n-\sqrt{n^*})^2 .
\label{eq:square}
\end{align}
This is an identity, valid at every $n$. The barrier is a parabola in $x=\sqrt n$, which is proportional to the island's linear size.

Suppose that atoms are captured at the edge with equal probability per unit length. Then $f_n=\kappa\sqrt n$ with constant $\kappa$. Write $\alpha=\Delta\mu/kT$ and $x^*=\sqrt{n^*}$, and replace the sum by an integral from a lower limit $n_0=x_0^2$. Because $dn=2x\,dx$, the factor $x$ cancels against the capture rate:
\begin{equation}
\int_{n_0}^{\infty}\frac{dn}{f_nc_n}
=\frac{2}{\kappa c^*}\int_{x_0}^{\infty}e^{-\alpha(x-x^*)^2}dx .
\end{equation}
The remaining integral is Gaussian without any expansion:
\begin{equation}
\int_{n_0}^{\infty}\frac{dn}{f_nc_n}
=\frac{2}{\kappa c^*}\sqrt{\frac{\pi}{\alpha}}\;
\frac{1+\operatorname{erf}[\sqrt\alpha\,(x^*-x_0)]}{2} .
\label{eq:erf}
\end{equation}
The parabolic estimate of the same quantity is
\begin{equation}
\frac1{Zf^*c^*}=\sqrt{\frac{4\pi n^*}{\alpha}}\;\frac{1}{\kappa\sqrt{n^*}\,c^*}
=\frac{2}{\kappa c^*}\sqrt{\frac\pi\alpha},
\end{equation}
which equals Eq.~\eqref{eq:erf} without the last fraction. The factor $2x$ from $dn$ cancels the growth of the capture rate and leaves an exact Gaussian in $x$. The skewness of the barrier in $n$ and the variation of the capture rate, both neglected before, therefore cause no net error in the full integral. What remains is the lower limit and the replacement of the sum by an integral.

In the cobalt example, solving the steady-state equations for all sizes up to 150 gives a $Z$ that differs from the formula by a relative amount of $8\times10^{-13}$. The formula is thus far more accurate for this model than the ratio $h/n^*$ suggested.

For capture proportional to edge length, the parabolic formula for $Z$ is exact apart from the lower limit and the replacement of the sum by an integral, and in the cobalt example the error is negligible. What remains is to test it for weak barriers, other capture laws and other edge terms, to see what $Z$ means at the top, and to estimate the nucleation rate on a cobalt terrace.
